# How large is spin-orbit coupling, and how does it scale with Z?

**Question.** In a hydrogen-like ion the spin-orbit constant grows as the fourth power of the nuclear charge $Z$. A valence electron of a neutral atom also passes close to the bare nucleus, yet its constant grows roughly as $Z^2$ down a group of the periodic table. Where do two powers of $Z$ go, and how large is the effect in eV?

**Answer.**

## What is being estimated

Atomic units are used in the algebra, so the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant. The electron moves in a central mean-field potential $V(r)$ made by the nucleus and the averaged other electrons.

The coupling follows from the Dirac equation. With the energy $E$ measured from the rest energy, the upper and lower components obey

$$(E-V)\varphi=c\,\boldsymbol\sigma\cdot\mathbf p\,\chi,\qquad (2c^2+E-V)\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi .$$

Eliminating $\chi$ and expanding in $(E-V)/2c^2$ gives

$$(E-V)\varphi\approx\Big[\frac{p^2}{2}-\frac{\alpha^2}{4}\,\boldsymbol\sigma\cdot\mathbf p\,(E-V)\,\boldsymbol\sigma\cdot\mathbf p\Big]\varphi .$$

The spin enters through $+\frac{\alpha^2}{4}\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p$. Since $\mathbf p=-i\nabla$ also acts on $V$, this contains $-i(\boldsymbol\sigma\cdot\nabla V)(\boldsymbol\sigma\cdot\mathbf p)$. The product rule for Pauli matrices turns its spin-dependent part into $\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)=(V'/r)\,\boldsymbol\sigma\cdot\mathbf l$. With $\boldsymbol\sigma=2\mathbf s$, the operator is

$$H_{so}=\frac{\alpha^2}{2}\frac1r\frac{dV}{dr}\,\mathbf l\cdot\mathbf s .$$

In first order its radial average is the spin-orbit constant

$$\zeta=\frac{\alpha^2}{2}\Big\langle\frac1r\frac{dV}{dr}\Big\rangle .$$

Here $l\ge1$. Because $\mathbf l\cdot\mathbf s=\frac12[j(j+1)-l(l+1)-\frac34]$ equals $l/2$ for $j=l+\frac12$ and $-(l+1)/2$ for $j=l-\frac12$, the doublet splitting is $(l+\frac12)\zeta$, or $\frac32\zeta$ for a p electron. The interaction of one electron's spin with the orbital motion of the others is left out.

## The quick estimate

Near the nucleus $V\approx-Z/r$, so the operator has size $\alpha^2Z/r^3$. For small $l$ the important distance is $r\sim1/Z$, where the coupling is of order $\alpha^2Z^4$.

In a hydrogen-like ion with fixed quantum numbers the whole orbit has size of order $1/Z$. The electron is always in the strong-field region, and $\zeta\sim\alpha^2Z^4$.

A valence electron of a neutral atom makes only short visits. At $r\sim1/Z$ its kinetic energy is of order $Z/r\sim Z^2$, so its speed is of order $Z$. It crosses the region in a time

$$\frac{1/Z}{Z}=\frac1{Z^2}.$$

Its full radial period is set by the outer atom, where the remaining charge is a small number that does not grow with $Z$. In powers of $Z$ the period is of order one. The probability of finding it inside is therefore of order $1/Z^2$, and

$$\zeta\sim\frac1{Z^2}\,\alpha^2Z^4=\alpha^2Z^2 .$$

The missing two powers are the small fraction of time spent near the nucleus.

## The normalization, with its factors

Let $u(r)$ be the radial function with $\int u^2dr=1$. Where the local wavelength changes slowly,

$$u\approx\frac{A}{\sqrt p}\sin(\text{phase}),$$

with $p(r)$ the classical radial momentum. Averaging $\sin^2$ to $\frac12$ gives

$$1=\frac{A^2}{2}\int\frac{dr}{p}=\frac{A^2T}{4},\qquad T=2\int\frac{dr}{p},$$

where $T$ is the classical period, in and out. Thus $A^2=4/T$.

The period is related to the level spacing. The quantization rule says that $\int p\,dr$ equals $\pi n$ plus a constant at fixed $l$. Differentiating with respect to $n$, with $\partial p/\partial E=1/p$ and no endpoint terms because $p$ vanishes there, gives

$$\frac{dE}{dn}\int\frac{dr}{p}=\pi,\qquad\frac{dE}{dn}=\frac{2\pi}{T},\qquad A^2=\frac2\pi\frac{dE}{dn}.$$

The semiclassical form is not adequate at $r\sim1/Z$, where the wavelength is comparable with $r$. There the wave equation itself is solved, with $E$ neglected beside $Z/r$:

$$u''+\Big[\frac{2Z}{r}-\frac{l(l+1)}{r^2}\Big]u=0 .$$

Put $u=\sqrt r\,f(x)$ with $x=\sqrt{8Zr}$. Since $dx/dr=x/(2r)$, two differentiations give

$$u''=\frac{r^{-3/2}}4\big[x(xf')'-f\big],$$

where primes on $f$ denote $d/dx$. Multiplying the wave equation by $4r^{3/2}$ produces

$$x(xf')'+\big[x^2-(2l+1)^2\big]f=0 .$$

This is Bessel's equation of order $\mu=2l+1$. The solution regular at the nucleus is

$$u=C\sqrt r\,J_{2l+1}(\sqrt{8Zr}).$$

At large $x$ the average of $J_\mu^2$ is $1/(\pi x)$. The two forms are matched where $r\gg1/Z$ but screening is still weak. Such a region is clearly separated only for large $Z$: in the potential used below, the charge at $r=5/Z$ is $0.72Z$ in Tl but only $0.46Z$ in Al. With $p=\sqrt{2Z/r}$ in the matching region, equating the averages of $u^2$ gives

$$\frac{C^2r}{\pi\sqrt{8Zr}}=\frac{A^2}{2}\sqrt{\frac r{2Z}}\quad\Rightarrow\quad C^2=\pi A^2=2\frac{dE}{dn}.$$

The amplitude near the nucleus is now fixed by a property of the whole orbit, its level spacing.

## The average of $1/r^3$

Write $Q=2Z/r-l(l+1)/r^2$. From $u''=-Qu$,

$$\frac{d}{dr}\big(u'^2+Qu^2\big)=Q'u^2 .$$

The bracket vanishes at the origin for $l\ge1$. For the inner solution continued outward it also vanishes at infinity, since it is of order $A^2p$ and $p\to0$. Hence $\int Q'u^2dr=0$, or

$$\int\frac{u^2}{r^3}dr=\frac{Z}{l(l+1)}\int\frac{u^2}{r^2}dr .$$

The last integral equals $2C^2\int J_\mu^2\,dx/x$, because $dr/r=2\,dx/x$. To evaluate it, take Bessel's equation for orders $\mu$ and $\nu'$, cross-multiply and subtract:

$$(\mu^2-\nu'^2)\int_0^\infty\frac{J_\mu J_{\nu'}}x\,dx=\Big[x(J_\mu'J_{\nu'}-J_{\nu'}'J_\mu)\Big]_0^\infty=\frac2\pi\sin\frac{\pi(\mu-\nu')}2 .$$

The lower limit gives zero for positive orders. The upper limit follows from $J_\mu\approx\sqrt{2/\pi x}\,\cos(x-\mu\pi/2-\pi/4)$. Letting $\nu'\to\mu$ gives $\int J_\mu^2dx/x=1/(2\mu)$. Therefore $\int u^2r^{-2}dr=C^2/(2l+1)$. With

$$L=l\big(l+\tfrac12\big)(l+1),$$

the result is

$$\langle r^{-3}\rangle\approx\frac{ZC^2}{2L}=\frac ZL\frac{dE}{dn}.$$

The integral converges at $r\sim1/Z$, which justifies using the inner solution. Since $dV/dr\approx Z/r^2$ there,

$$\boxed{\zeta\approx\frac{\alpha^2Z^2}{2L}\frac{dE}{dn}}$$

Both scaling laws are contained in this formula. The explicit $Z^2$ belongs to the inner region, and $dE/dn$ belongs to the orbit as a whole.

## Two kinds of orbit

For a hydrogen-like ion $E=-Z^2/(2n^2)$, so $dE/dn=Z^2/n^3$ and

$$\zeta=\frac{\alpha^2Z^4}{2n^3L}.$$

This is also the full nonrelativistic average, not merely a large-$n$ result. The force-balance identity holds for a bound state when the constant $2E$ is added to $Q$. At a fixed number of radial nodes, differentiating $E$ with respect to $l$ gives $Z^2/n^3=(l+\frac12)\langle r^{-2}\rangle$. Inserting this into the identity gives $\langle r^{-3}\rangle=Z^3/(n^3L)$.

For a neutral atom, write the valence energy as $E=-1/(2\nu^2)$, where $\nu$ is the effective quantum number. Then

$$\frac{dE}{dn}=\frac1{\nu^3}\frac{d\nu}{dn}.$$

Far outside the core the electron sees a charge near one. If $n-\nu$ varies slowly along the series of levels, $d\nu/dn\approx1$, and

$$\zeta\approx\frac{\alpha^2Z^2}{2\nu^3L}.$$

Down a group $\nu$ changes much less than $Z$, which leaves roughly $Z^2$. Where the binding energy changes substantially between the atoms compared, as it can along a row, the factor $\nu^{-3}$ changes too and a pure $Z^2$ law should not be expected.

## Numbers for Al, Ga, In and Tl

The valence p electrons are computed in the Thomas-Fermi potential with the Fermi-Amaldi factor,

$$V=-\frac{1+(Z-1)\phi}{r},$$

where $\phi$ is the Thomas-Fermi screening function, falling from one at the nucleus to zero far away. The model has no shell structure in its potential, no self-consistent exchange and no scalar-relativistic terms.

For the Tl 6p electron, $Z=81$ and $\nu=1.067$. With $L=3$ for a p electron, the estimate is

$$\zeta\approx\frac{(0.0072974)^2(81)^2}{6(1.067)^3}\approx0.048\ \text{hartree}\approx1.3\ \text{eV}.$$

The average of $V'/r$ over the computed orbital gives 1.42 eV. For the hydrogen-like 2p electron at the same $Z$,

$$\zeta=\frac{(0.0072974)^2(81)^4}{48}\approx47.8\ \text{hartree}\approx1300\ \text{eV}.$$

The four atoms compare as follows, with $\zeta$ in eV:

| Atom | $\nu$ | Valence, direct | Valence, estimate | Ion 2p |
|---|---:|---:|---:|---:|
| Al | 1.282 | 0.0190 | 0.0194 | 0.862 |
| Ga | 0.985 | 0.239 | 0.243 | 27.9 |
| In | 1.171 | 0.404 | 0.361 | 174 |
| Tl | 1.067 | 1.42 | 1.31 | 1300 |

From Al to Tl the valence constant grows about 75 times and the ionic one about 1500 times. The corresponding exponents of $Z$ are 2.36 and 4.00.

The valence exponent depends on the pair chosen: from Ga to Tl it is 1.85, below two. The estimate shows why. Its exponent between two atoms is

$$2+\frac{3\ln(\nu_1/\nu_2)}{\ln(Z_2/Z_1)},$$

which is 2.30 from Al to Tl and 1.75 from Ga to Tl. In this model the change in outer binding gives the sign of the departure from two in both cases. It supplies 0.30 of the 0.36 from Al to Tl. From Ga to Tl it gives $-0.25$ against the computed $-0.15$, so other effects cancel part of it. The value below two belongs to the model, which binds Ga more strongly than Tl. In the real atoms the binding energies are nearly equal, so the estimate gives an exponent close to two, while the measured doublets give about 2.3 for both pairs.

The absolute valence values need caution. The model binds these electrons by 8 to 14 eV, whereas the real binding energies are roughly 6 eV. At the mean radius of the valence orbital its charge $-rV$ is still 1.5 to 2.2, not one. Since $\nu^{-3}=(2|E|)^{3/2}$, overbinding by a factor of two raises the estimate by $2^{3/2}\approx2.8$. The table illustrates scaling and order of magnitude; it does not predict measured splittings. The measured doublets correspond to $\zeta$ of about 0.009 eV in Al, 0.07 eV in Ga, 0.18 eV in In and 0.64 eV in Tl, so the model values are too large by factors of 2 to 3.5.

The place where the coupling arises is clear for Tl. Half of $\zeta$ comes from inside about 0.01 Å, while the mean radius of the 6p orbital is 1.41 Å.

## What limits the result

**Screening near the nucleus.** The estimate uses the bare force $Z/r^2$. For a higher p level of each atom, two principal quantum numbers above the valence level, the screened average of $V'/r$ is 0.857 of the bare one in Al and 0.966 in Tl. For the same levels $\langle r^{-3}\rangle$ is 0.930 and 0.972 of its semiclassical value. Both corrections lower $\zeta$, so the close agreement for the valence levels cannot mean that every approximation is that accurate. For the valence levels they are offset by the step $d\nu/dn\approx1$. The classical period at the valence energy, computed with the barrier $(l+\frac12)^2/r^2$ in $p^2$, gives a $dE/dn$ larger than $1/\nu^3$ by about 21% in Al, 9% in Ga, 19% in In and 13% in Tl, so the estimate starts from too small a level spacing.

**Smoothness of the outer potential.** The derivative of the semiclassical wave contains $p'$. A kink in $V$ makes $p'$ jump, so a single wave cannot be matched across it and a reflected wave is needed. The Latter potential, $-\max(Z\phi,1)/r$, has such a kink. With it, $\langle r^{-3}\rangle$ for these higher levels ranges from 0.61 to 1.39 of the semiclassical value; with the smooth potential the range is 0.93 to 0.97. A strict kink is not required: any bend that is sharp on the scale of the local wavelength acts the same way, and the rounded charge $[(Z\phi)^4+1]^{1/4}$ still gives 0.73 to 1.28.

**Core electrons.** The $Z^2$ law is not a property of neutral atoms as such. A 2p core electron stays deep inside, and its level spacing grows somewhat faster than $Z^2$, with an exponent of about 2.2 from Ga to Tl when taken from the classical period. From Ga to Tl its constant has exponent 4.30. The excess over four reflects weakening relative screening: the ratio of core to ionic $\zeta$ rises from 0.61 to 0.81.

**Relativity beyond first order.** The Dirac 2p doublet of a hydrogen-like ion is 1.0008 times the $Z^4$ result at $Z=5$, which confirms the prefactor, but 1.29 times it at $Z=81$. For heavy atoms the first-order operator gives the scale, not an accurate splitting. The size of this correction for the neutral valence levels was not computed.

The numerical check below compares the Bessel integral, the ionic averages and the atomic estimates with independent calculations.

## Computed values

```
Inputs and general results
fine-structure constant = 0.0072974 (no unit)
1 hartree = 27.2114 eV; 1 bohr = 0.52918 angstrom
Thomas-Fermi initial slope = -1.58807 (no unit)
Valence p level: energy (eV), nu (no unit)
  Al Z=13 3p: -8.280, 1.282
  Ga Z=31 4p: -14.034, 0.985
  In Z=49 5p: -9.918, 1.171
  Tl Z=81 6p: -11.956, 1.067
Valence zeta (eV): definition, estimate; ratio (no unit)
  Al: 0.01897, 0.01938; 0.979
  Ga: 0.23891, 0.24313; 0.983
  In: 0.40378, 0.36090; 1.119
  Tl: 1.41713, 1.30523; 1.086
2p zeta (eV): neutral-atom core, hydrogen-like ion
  Al: 0.292, 0.8622
  Ga: 16.94, 27.88
  In: 125.4, 174
  Tl: 1057, 1300
Exponents of Z (no unit)
  valence p, Al to Tl: 2.36
  valence p, Ga to Tl: 1.85
  core 2p, Ga to Tl: 4.30
  hydrogen-like 2p, Z=13 to 81: 4.000
Higher level (n+2)p: dE/dn (eV) from levels, from period
  Al 5p: 0.6614, 0.6581
  Ga 6p: 0.8179, 0.8107
  In 7p: 0.6891, 0.6843
  Tl 8p: 0.7416, 0.7353
Same level, <r^-3>/semiclassical: smooth, kinked; force screening
  Al: 0.930, 0.613; 0.857 (no unit)
  Ga: 0.955, 1.392; 0.926 (no unit)
  In: 0.970, 1.000; 0.949 (no unit)
  Tl: 0.972, 1.360; 0.966 (no unit)
Same level: probability inside 2 bohr/Z, Bessel value (no unit)
  Al: 4.998e-05, 6.887e-05
  Ga: 1.254e-05, 1.498e-05
  In: 4.361e-06, 5.051e-06
  Tl: 1.749e-06, 1.989e-06
Exponent of probability/(dE/dn), Ga to Tl: -1.95
Tl 6p: half of zeta arises inside 0.0096 angstrom
Tl 6p: mean radius = 1.414 angstrom
Dirac 2p doublet / Z^4 law at Z=5: 1.0008
Dirac 2p doublet / Z^4 law at Z=81: 1.286
```
